The Second-Order Dyson Equation as a Hermitian Eigenproblem, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the self-energy to a Hermitian matrix

Someone who computes ionization energies from a second-order self-energy must decide how to solve the Dyson equation. One way is to search for the energies at which a small, energy-dependent matrix becomes singular. The other is to diagonalize a much larger matrix that does not depend on energy. The search is cheap for one well-separated line, but by itself it doesn't say whether roots have been missed, whether some roots are complex, or whether the strengths attached to the roots can be read as weights. The theorem below settles these points: the large matrix is Hermitian, and the poles of the Dyson Green's function are exactly those of its eigenvalues whose eigenvectors have a one-particle part. Eigenvalues without such an eigenvector carry no strength and are not poles.

**Setting and conventions**

Atomic units are used in the algebra. The system has a finite basis of n real spin orbitals, which are canonical Hartree–Fock orbitals of a non-degenerate closed-shell determinant Φ. Indices i, j denote occupied orbitals, a, b virtual ones, and p, q, r, s, t any orbital. The orbital energies are ε_p, every virtual energy lies above every occupied one, and ε also denotes the diagonal matrix of these energies. The antisymmetrized integrals are

⟨pq||rs⟩ = ⟨pq|rs⟩ − ⟨pq|sr⟩.

They are real and obey ⟨pq||rs⟩ = ⟨rs||pq⟩ = −⟨pq||sr⟩.

The operators a_p and a_p† remove and add an electron. An added electron can be accompanied by an excitation, which gives two particles and one hole (2p1h). A removed electron can likewise leave two holes and one particle (2h1p). Let K number all such configurations, and define

for K = (i, a<b): D_K = ε_a + ε_b − ε_i, V_pK = ⟨pi||ab⟩,

for K = (a, i<j): D_K = ε_i + ε_j − ε_a, V_pK = ⟨pa||ij⟩.

D is the diagonal matrix of the D_K. On this energy scale a removal pole lies at minus the ionization energy.

**Theorem.** Let

Σ(z) = V (z − D)⁻¹ Vᵀ,

G(z) = [z − ε − Σ(z)]⁻¹.

Then Σ is the second-order self-energy for the stated reference, and G has these properties.

(a) G(z) is the one-particle block of (z − H)⁻¹, where H is the real symmetric matrix

H = [[ε, V], [Vᵀ, D]].

(b) All poles E_n of G are real and simple.

(c) The residue matrix R_n at each pole satisfies 0 ≤ cᵀR_n c ≤ cᵀc for every real vector c.

(d) The residues of all poles, removal and addition together, sum to the unit matrix:

Σ_n R_n = 1.

Statement (c) means that the eigenvalues of R_n, and hence also its diagonal elements, lie between zero and one. The trace of R_n may exceed one if the pole is degenerate.

**Lemma 1 (the self-energy).** The second-order term of the exact self-energy is V(z − D)⁻¹Vᵀ.

*Proof.* Split the Hamiltonian into the Hartree–Fock part and a remainder, scaled by a parameter λ that equals one for the real system:

Ĥ = Σ_p ε_p a_p†a_p + λW,

W = ¼ Σ_pqrs ⟨pq||rs⟩ a_p†a_q†a_s a_r − Σ_pq u_pq a_p†a_q,

u_pq = Σ_i ⟨pi||qi⟩.

The term with u removes the mean field that ε already contains. Let |0⟩ be the normalized ground state at the given λ, E₀ its energy, and K̂ = Ĥ − E₀, so that K̂|0⟩ = 0. For operators A and B that change the electron number by one in opposite directions, define

⟪A;B⟫ = ⟨0|A (z − K̂)⁻¹ B|0⟩ + ⟨0|B (z + K̂)⁻¹ A|0⟩.

The exact Green's function is G^ex_pq = ⟪a_p;a_q†⟫. Its first term adds an electron and its second removes one.

Use z(z − K̂)⁻¹ = 1 + K̂(z − K̂)⁻¹ in the first term and z(z + K̂)⁻¹ = 1 − (z + K̂)⁻¹K̂ in the second. Since K̂|0⟩ = 0, we have ⟨0|AK̂ = ⟨0|[A,Ĥ] and K̂A|0⟩ = −[A,Ĥ]|0⟩. Hence

z⟪A;B⟫ = ⟨0|AB + BA|0⟩ + ⟪[A,Ĥ];B⟫.

Letting K̂ act on B instead gives, in the same way,

z⟪A;B⟫ = ⟨0|AB + BA|0⟩ + ⟪A;[Ĥ,B]⟫.

The commutator needed is [a_p,Ĥ] = ε_p a_p + λJ_p with J_p = [a_p,W]. Moving a_p through the two creation operators of W produces two terms, which are equal by antisymmetry, so ¼ becomes ½:

J_p = ½ Σ_rst ⟨pr||st⟩ a_r†a_t a_s − Σ_q u_pq a_q.

Taking the adjoint gives [Ĥ,a_q†] = ε_q a_q† + λJ_q†. The two identities now yield

(z − ε_p) G^ex_pq = δ_pq + λ⟪J_p;a_q†⟫,

(z − ε_q) ⟪J_p;a_q†⟫ = M_pq + λ⟪J_p;J_q†⟫,

where M_pq = ⟨0|J_p a_q† + a_q†J_p|0⟩. With G₀ = (z − ε)⁻¹ these combine to

G^ex = G₀ + G₀TG₀, T_pq = λM_pq + λ²⟪J_p;J_q†⟫.

To find M, move a_q† to the left through a_t a_s:

a_r†a_t a_s a_q† + a_q†a_r†a_t a_s = δ_sq a_r†a_t − δ_tq a_r†a_s.

The two terms again contribute equally, and

M_pq = Σ_rt ⟨pr||qt⟩ ⟨0|a_r†a_t|0⟩ − u_pq.

At λ = 0 the density is that of Φ, and M vanishes by the definition of u. The first-order change of the density also vanishes. A one-electron operator connects Φ only to itself and to single excitations; the first-order state can be chosen orthogonal to Φ, and its single excitations have the amplitude numerator

Σ_j ⟨aj||ij⟩ − u_ai = 0.

Thus M is of order λ², and λM is of order λ³. It follows that T is of order λ², and for z away from the poles

Σ^ex = G₀⁻¹ − (G^ex)⁻¹ = T + O(λ⁴) = λ²⟪J_p;J_q†⟫₀ + O(λ³),

where the subscript 0 means evaluation with Φ and λ = 0.

It remains to let J_p and J_q† act on Φ. In J_pΦ both s and t must be occupied. If r is occupied too, it must equal one of them, and these terms give

½ Σ_ij (⟨pj||ij⟩ a_i − ⟨pi||ij⟩ a_j)Φ = Σ_i u_pi a_iΦ,

which the u term of J_p cancels. The terms with r virtual remain:

J_pΦ = Σ_{a,i<j} ⟨pa||ij⟩ a_a†a_j a_iΦ.

In J_q†Φ, the operator a_r must remove an occupied orbital i. If one creation operator refills i, the result is Σ_ai ⟨ai||qi⟩ a_a†Φ, which the u term cancels again. What remains is

J_q†Φ = Σ_{i,a<b} ⟨ab||qi⟩ a_a†a_b†a_iΦ.

These configurations are orthonormal. At λ = 0 their excitation energies are ε_a − ε_i − ε_j for 2h1p and ε_a + ε_b − ε_i for 2p1h. Inserting them in the definition of ⟪J_p;J_q†⟫₀ gives

Σ_pq(z) = Σ_{i,a<b} ⟨pi||ab⟩⟨ab||qi⟩/(z + ε_i − ε_a − ε_b) + Σ_{a,i<j} ⟨pa||ij⟩⟨ij||qa⟩/(z + ε_a − ε_i − ε_j).

This is V(z − D)⁻¹Vᵀ, written out at λ = 1. ∎

Both sums carry a plus sign because each is an overlap of a state with itself when p = q. The Hermitian form of H rests on this sign. As a test, the λ² term of an exact Green's function was extracted for a small cluster of four hydrogen atoms in a minimal basis. At one complex energy it agreed with this formula to 4 × 10⁻⁹ of the largest element of Σ.

**Lemma 2 (elimination of the configurations).** The one-particle block of (z − H)⁻¹ is [z − ε − V(z − D)⁻¹Vᵀ]⁻¹.

*Proof.* Take z off the real axis. Then z − H can be inverted, because a real symmetric matrix has real eigenvalues, and so can z − D. Let X be the one-particle block of the inverse and Y the block below it. They satisfy

(z − ε)X − VY = 1,

−VᵀX + (z − D)Y = 0.

The second equation gives Y = (z − D)⁻¹VᵀX. Inserted in the first, it gives

[z − ε − V(z − D)⁻¹Vᵀ] X = 1.

Hence X is the stated inverse. Both sides are rational functions of z, so their equality off the real axis extends to every z at which they are defined. ∎

**Proof of the theorem.** Lemma 1 identifies Σ, and Lemma 2 is statement (a).

For (b), let P be the rectangular matrix that keeps the first n components of a vector. The symmetric matrix H has a complete orthonormal set of real eigenvectors. Group them by distinct eigenvalue E_n and let Π_n be the orthogonal projector on each eigenspace. Then

G(z) = P(z − H)⁻¹Pᵀ = Σ_n R_n/(z − E_n), R_n = PΠ_nPᵀ.

Each E_n is real, and no power of 1/(z − E_n) above the first occurs. An eigenvalue with R_n = 0 is not a pole of G: its eigenvectors lie wholly in the space of configurations.

For (c), use Π_n = Π_nᵀΠ_n:

cᵀR_n c = |Π_nPᵀc|².

This is not negative. An orthogonal projection does not lengthen a vector, and |Pᵀc| = |c|, so the value is at most cᵀc.

For (d), completeness means Σ_nΠ_n = 1 in the large space, and therefore

Σ_n R_n = PPᵀ = 1. ∎

**Remark 1 (a single eigenvector).** Write a normalized eigenvector as (x, y), with x in the one-particle space and y in the space of configurations. For a non-degenerate pole R = xxᵀ. Its one eigenvalue that can differ from zero is the pole strength

Z = xᵀx = 1 − yᵀy.

Z is the weight of the eigenvector in the one-particle space, and the rest lies in configurations with an extra excitation. The eigenvector is not the wavefunction of an ion, because it can mix configurations with one electron more and one electron fewer than Φ. Z = 1 requires y = 0, that is, an orbital combination that the couplings V leave untouched.

**Remark 2 (moments).** The same completeness relation with one or two factors of H gives

Σ_n E_n R_n = PHPᵀ = ε,

Σ_n E_n² R_n = PH²Pᵀ = ε² + VVᵀ.

For one orbital p, let w_n = (R_n)_pp. These weights are non-negative and sum to one. Their mean energy is the Hartree–Fock orbital energy, and their variance is

Σ_n w_n(E_n − ε_p)² = (VVᵀ)_pp.

The second-order self-energy therefore spreads the strength of an orbital over many energies without moving its centre. If the main line moves up, the remaining weight must lie lower on average.

**Remark 3 (comparison with the exact function).** Inserting a complete set of states in the definition of G^ex shows that its residues are non-negative as well. They sum to ⟨0|a_p a_q† + a_q†a_p|0⟩ = δ_pq. The second-order approximation keeps these two properties, although its energies and residues are approximate.

## Second half: strengths, counting and a water molecule

The following is taken from the first half. The matrix H = [[ε, V], [Vᵀ, D]] joins n Hartree–Fock spin orbitals, with energies ε_p, to 2p1h and 2h1p configurations, with energies D_K. The second-order self-energy is Σ(z) = V(z − D)⁻¹Vᵀ, and G(z) = [z − ε − Σ(z)]⁻¹ is the one-particle block of (z − H)⁻¹. A unit eigenvector of H is (x, y), its eigenvalue is E, and its pole strength is Z = xᵀx. The residues lie between zero and one in the matrix sense and sum to the unit matrix. Indices i, j are occupied and a, b virtual.

**Proposition 1 (strength from the slope).** Let E be an eigenvalue of H that coincides with no D_K. Then x ≠ 0, and with u = x/√Z

Z = 1/(1 − s), s = uᵀΣ′(E)u ≤ 0.

*Proof.* The two rows of the eigenvalue equation are

εx + Vy = Ex,

Vᵀx + Dy = Ey.

The second gives y = (E − D)⁻¹Vᵀx, so x = 0 would make the whole vector vanish. Inserted in the first row, it gives the Dyson equation

[ε + Σ(E)]x = Ex.

Differentiating (z − D)⁻¹ gives −(z − D)⁻², and hence

Σ′(E) = −V(E − D)⁻²Vᵀ.

Normalization now reads

1 = xᵀx + yᵀy = xᵀx + xᵀV(E − D)⁻²Vᵀx = Z(1 − uᵀΣ′(E)u).

The slope s is minus the squared length of (E − D)⁻¹Vᵀu, so it is not positive, and 0 < Z ≤ 1. ∎

If E coincides with some D_K, Σ diverges there unless all configurations of that energy are uncoupled, and Proposition 1 does not cover this case. The theorem still applies, because it uses the eigenvectors of H and never divides by E − D.

For weak coupling and an orbital p well separated in energy from the other orbitals and from all configurations, the leading terms are

E ≈ ε_p + Σ_K V_pK²/(ε_p − D_K),

Z ≈ 1 − Σ_K V_pK²/(ε_p − D_K)².

Configurations below the orbital push its pole up, and configurations above push it down. The expansion fails when some D_K comes within about |V_pK| of ε_p. The eigenproblem has no such restriction, although the second-order self-energy on which it rests may then be a poor approximation.

**Proposition 2 (counting poles in the gap).** Let L be the highest 2h1p energy and U the lowest 2p1h energy. Then L < U. Let λ_k(ω) be the ordered eigenvalues of ε + Σ(ω) for real ω between L and U. Each curve λ_k(ω) meets the line λ = ω at most once, and these crossings, counted with multiplicity, are all the eigenvalues of H between L and U.

*Proof.* An occupied energy minus a virtual energy is negative. So ε_i + ε_j − ε_a lies below the highest occupied level, and ε_a + ε_b − ε_i lies above the lowest virtual level. This gives L < U.

Between L and U the self-energy has no poles, and Σ′(ω) = −V(ω − D)⁻²Vᵀ is nowhere positive. For ω₁ < ω₂, therefore,

cᵀ[ε + Σ(ω₂)]c ≤ cᵀ[ε + Σ(ω₁)]c for every c.

The k-th eigenvalue of a symmetric matrix is the minimum, over all k-dimensional subspaces, of the maximum of cᵀAc for unit vectors c in the subspace. Lowering cᵀAc for every c cannot raise this number. Each λ_k therefore does not increase, and it is continuous because Σ(ω) is continuous between L and U. So λ_k(ω) − ω decreases strictly and has at most one zero.

By the proof of Proposition 1, every eigenvector of H with E in the gap gives a solution x of the Dyson equation. Conversely, every solution x gives the eigenvector with y = (E − D)⁻¹Vᵀx. This linear correspondence is one to one and preserves multiplicities. ∎

The proposition supplies a check of completeness for a root search. Evaluate λ_k(ω) − ω at two points of the gap. Each k for which the sign changes from plus to minus contributes one pole between them, and no other k contributes any. Outside the gap the same count holds on any interval that contains no D_K, because the proof uses only that Σ has no pole there. It cannot be carried across a D_K at which Σ diverges.

The poles of the second-order Dyson Green's function have been shown to be real, with strengths that are proper weights, and rules have been given for finding a strength from the slope of the self-energy and for counting poles between its singularities. What remains is to identify configurations that carry no strength, to apply the results to a water molecule, and to show what fails when the sign of the self-energy is reversed.
